Dipole correlation of a planar rotor with inertia and Langevin friction

Q: Debye's theory says that the orientation of a dipole in a liquid is forgotten as exp(−t/τ). Why should I want anything else?

A: Look at the first instants. Let φ be the angle of a dipole that turns in a plane, w = dφ/dt its angular velocity, and Δφ = φ(t) − φ(0). The quantity in question is

C(t) = ⟨cos Δφ⟩,

where the brackets are an average over thermal equilibrium. A body with inertia has a finite velocity, so at short times Δφ ≈ wt and

C(t) ≈ 1 − ⟨w²⟩t²/2.

The curve starts flat. Debye's exponential starts with the slope −1/τ, which no rotor with a moment of inertia can have.

Q: Then you need an equation of motion that includes the inertia. Which one, and what does it assume?

A: The Langevin equation for moment of inertia I:

I dw/dt = −I b w + Γ(t)

⟨Γ(t)⟩ = 0,  ⟨Γ(t)Γ(t′)⟩ = 2 I b kT δ(t − t′).

Here b is a rate, so the friction coefficient is Ib. The random torque Γ is Gaussian and has no memory. The motion is classical, there is no static field and no cage that favours some angles, and the dipoles do not act on one another.

Q: The strength 2IbkT looks put in by hand.

A: It is fixed by the temperature. The solution of the linear equation is

w(t) = w(0)e^(−bt) + (1/I) ∫₀ᵗ e^(−b(t−s)) Γ(s) ds.

The torque after time zero is independent of w(0), so the cross term vanishes when we square and average. The delta function removes one of the two time integrals:

⟨w(t)²⟩ = ⟨w(0)²⟩e^(−2bt) + (2bkT/I) ∫₀ᵗ e^(−2b(t−s)) ds
= ⟨w(0)²⟩e^(−2bt) + (kT/I)(1 − e^(−2bt)).

This stays constant if ⟨w²⟩ = kT/I, which is equipartition, I⟨w²⟩/2 = kT/2. Another noise strength would give another temperature. Multiplying the solution by w(0) and averaging gives

⟨w(t)w(0)⟩ = (kT/I) e^(−bt).

In equilibrium the origin of time is immaterial, so for any two times t is replaced by their separation.

Q: That is the velocity. I asked about the angle.

A: The angle turned is Δφ = ∫₀ᵗ w(s) ds. Its square is a double integral over s₁ and s₂. The integrand is symmetric, so we take twice the part with s₂ < s₁:

⟨Δφ²⟩ = (2kT/I) ∫₀ᵗ ds₁ ∫₀^(s₁) ds₂ e^(−b(s₁−s₂)).

The inner integral is (1 − e^(−bs₁))/b. Integrating this over s₁ gives

⟨Δφ²⟩ = (2kT/(Ib)) [t − (1 − e^(−bt))/b].

With the dimensionless number

γ = kT/(I b²)

this becomes

⟨Δφ²⟩ = 2γ (bt − 1 + e^(−bt)).

Q: A mean square does not give the mean of a cosine. You would need all the higher moments.

A: They follow, because Δφ is Gaussian. Integrate the solution for w once more, exchanging the order of the two time integrals in the noise term:

Δφ = w(0)(1 − e^(−bt))/b + (1/(Ib)) ∫₀ᵗ (1 − e^(−b(t−s))) Γ(s) ds.

In equilibrium w(0) has the Maxwell distribution, which is Gaussian. Γ is Gaussian too and independent of w(0). A linear combination of such variables is Gaussian. Call its variance V = ⟨Δφ²⟩; its mean is zero. For an integer m, complete the square in the exponent:

−x²/(2V) + imx = −(x − imV)²/(2V) − m²V/2.

The first term on the right is a Gaussian shifted along the imaginary axis. Its integral equals that of the unshifted one, because the function has no singularities and vanishes at both ends. Hence

⟨e^(imΔφ)⟩ = e^(−m²V/2).

The sine part averages to zero by symmetry. For m = 1,

C(t) = exp[−γ(bt − 1 + e^(−bt))],  t ≥ 0.

For m = 2 the same argument gives ⟨cos 2Δφ⟩ = C⁴.

Q: An angle lives on a circle. A Gaussian runs from minus to plus infinity.

A: Δφ here is the unwrapped angle, which counts full turns. For integer m, e^(imΔφ) does not change when 2π is added, so counting turns does no harm. This can be checked without the Gaussian argument, from the Fokker–Planck equation for the joint probability of φ and w, solved as a matrix problem. For b = 0.1, 1, 10 and 100 ps⁻¹, each at 0.1, 0.4 and 1.0 ps, with the value of kT/I used below, the largest difference from the formula for C was 3×10⁻¹³. The law for m = 2 held at the same points to within 10⁻⁹.

Q: Switch the friction off, then. Do I get a free rotor?

A: Yes, at fixed t. To see how fast, write x = bt and note that

x − 1 + e^(−x) = ∫₀ˣ (x − s) e^(−s) ds.

Since 1 − s ≤ e^(−s) ≤ 1 for s ≥ 0, the integral lies between x²/2 − x³/6 and x²/2. Multiply by γ, using γb² = kT/I:

1 ≤ C(t) / exp(−kTt²/(2I)) ≤ exp(b kT t³/(6I)).

As b → 0 both bounds become 1 and

C(t) → exp(−kTt²/(2I)).

Q: A free rotor turns for ever at constant speed. Why does its correlation decay at all?

A: Each rotor keeps its speed, but the speeds differ. The Gaussian is the average of cos(wt) over the Maxwell distribution: the dipoles fan out without any friction. This takes a few thermal times √(I/kT). For the whole decay to be free, b must be small compared with √(kT/I), which means γ ≫ 1.

The limit is also classical. A quantum planar rotor has levels ħ²m²/(2I), and neighbouring levels give phases ħ(2m+1)t/(2I). At t = 2πI/ħ every phase is an odd multiple of π, so an undamped rotor recovers the full magnitude of its correlation. The classical Gaussian knows nothing of this revival.

Q: And the other end? I expect Debye to come back when friction is strong.

A: Define D = kT/(Ib), so that γb = D, and split the exponent:

C(t) = e^(−Dt) exp[γ(1 − e^(−bt))].

The bracket 1 − e^(−bt) lies between 0 and 1, therefore

1 ≤ C(t)/e^(−Dt) ≤ e^γ.

If γ → 0 with D fixed, C(t) → e^(−Dt) uniformly in time. The planar Debye time is

τ_D = 1/D = Ib/kT.

Since γ = (1/b)/τ_D, the condition says that the velocity is forgotten long before the orientation is.

Q: Your second factor tends to e^γ, not to 1. So inertia is never forgotten, even at long times?

A: It leaves a delay. For t ≫ 1/b, using γ = D/b,

C(t) ≈ e^γ e^(−Dt) = e^(−D(t − 1/b)).

The decay has Debye's rate, but runs late by 1/b, the time for which the velocity persists. Relative to Debye's value the excess is e^γ − 1; in absolute terms it dies away with C.

Q: Give me numbers, for something that could exist.

A: Take a small polar molecule of the methyl chloride kind, dilute in a nonpolar liquid at 300 K. Rough values are I = 40 u Å² = 6.64×10⁻⁴⁶ kg m² and a dipole of 1.9 D. For the friction I take b = 10 ps⁻¹, which puts the relaxation near a picosecond. Then √(kT/I) = 2.4972 ps⁻¹, and

kT/I = 2.4972² = 6.236 ps⁻²
γ = 6.236/10² = 0.0624
D = 6.236/10 = 0.624 ps⁻¹
τ_D = 1/0.6236 = 1.60 ps.

At t = 0.2 ps we have bt = 2, so

C = exp[−0.06236 × (2 − 1 + 0.1353)] = exp(−0.0708) = 0.932.

The three laws compare as follows:

t (ps): exact, Debye, free
0.05: 0.993, 0.969, 0.992
0.20: 0.932, 0.883, 0.883
1.00: 0.571, 0.536, 0.044
5.00: 0.047, 0.044, 0.000

Q: At 0.2 ps the Debye and free values agree. Is that an error?

A: No. The two exponents are kTt/(Ib) and kTt²/(2I), and they are equal at t = 2/b, which is 0.2 ps here. The exact curve lies above both, as the two lower bounds require. At 0.05 ps it is close to the free rotor; at 1 ps it is close to Debye, with a delay of 1/b = 0.1 ps. The late excess is e^0.0624 − 1 = 6.4% of Debye's value.

Now change b alone, keeping I and T, and compare over the first 10 ps. For b = 0.1 ps⁻¹, γ is 624 and C differs from the free law by at most 0.008. For b = 100 ps⁻¹, γ is 0.0006 and C differs from Debye's law by at most 0.0006. For b = 10 ps⁻¹ the largest difference from Debye is 0.05.

Q: An experiment applies an oscillating field and measures a loss. How does C(t) enter?

A: Hold a weak field E along φ = 0 until equilibrium is reached, then switch it off at t = 0. To first order in E the Boltzmann distribution is the field-free one times 1 + (μE/kT) cos φ, with μ the dipole moment. After the switch the motion is field-free, so the mean moment along the old field is

μ⟨cos φ(t)⟩ = (μ²E/kT) ⟨cos φ(t) cos φ(0)⟩₀.

The product of cosines is half of cos Δφ + cos(2φ(0) + Δφ). The second term vanishes on averaging over the uniform starting angle. The moment per unit field is thus

S(t) = (μ²/(2kT)) C(t).

In the linear regime the moment is ∫₀^∞ R(t′)E(t − t′) dt′, where R is the response to a brief pulse. Switching off a steady unit field leaves S(t) = ∫ₜ^∞ R(t′) dt′, so R = −dS/dt. For a field varying as e^(iωt), one integration by parts gives

χ(ω) = ∫₀^∞ R e^(−iωt) dt = S(0) − iω ∫₀^∞ S e^(−iωt) dt.

With χ(0) = μ²/(2kT) and Ĉ(ω) = ∫₀^∞ C e^(−iωt) dt,

χ(ω)/χ(0) = 1 − iωĈ(ω),  χ = χ′ − iχ″.

Q: An exponential of an exponential has no simple transform, I suppose.

A: It has a convergent series, which needs only a few terms when γ is small. Put y = e^(−bt), so dt = −dy/(by), and s = γ + iω/b. Then

Ĉ = (1/b) J(s),  J(s) = ∫₀¹ y^(s−1) e^(γ(1−y)) dy.

Integrate the power of y and differentiate the exponential:

J(s) = 1/s + (γ/s) J(s+1).

Applying this repeatedly gives

Ĉ = (1/b) [1/s + γ/(s(s+1)) + γ²/(s(s+1)(s+2)) + …].

The remainder after N steps vanishes as N grows, because |J(s+N)| ≤ e^γ/(γ+N) and the denominators grow factorially.

At ω = 0 this is the area under C, the correlation time:

τ = τ_D + (1/b)[1/(1+γ) + γ/((1+γ)(2+γ)) + …].

In the example it is 1.604 + 0.094 + 0.003 = 1.70 ps, which is 6% above τ_D.

Q: Then the loss peak must move down by 6%.

A: It does not. It moves from 99.25 to 98.55 GHz, by 0.7%. The reason appears when the inner exponential is expanded:

C(t) = e^γ Σₙ [(−γ)ⁿ/n!] e^(−b(γ+n)t),  n = 0, 1, 2, …

The slowest rate is bγ = D, the Debye rate itself. The next one is D + b. In the example the rates are 0.62, 10.62, 20.62 ps⁻¹ and so on; the first four were tested against the eigenvalues of the Fokker–Planck operator.

A term e^(−λt) contributes ωλ/(λ² + ω²) to the loss. With u = ω/D, the first term gives e^γ u/(1+u²), whose maximum is at u = 1 with second derivative −e^γ/2. Near there the n = 1 term is about −γe^γ uD/(D+b), a weak downward slope. The maximum therefore shifts by

δu ≈ −2γD/(D+b) = −2 × 0.0624 × 0.624/10.62 = −0.007.

The longer correlation time comes from the larger amplitude e^γ of the slowest term, not from a slower rate.

Q: So a spectrometer would hardly see the inertia?

A: In the position of the loss peak, hardly. Its height, relative to χ(0), is about e^γ/2 instead of 1/2, some 6% more. In the far infrared the difference is large. For a field E₀ cos ωt the moment is E₀(χ′ cos ωt + χ″ sin ωt). Averaging E dM/dt, with M the moment, gives the absorbed power ωχ″E₀²/2. Debye's law, χ/χ(0) = 1/(1 + iωτ_D), gives

ωχ″/χ(0) = ω²τ_D/(1 + ω²τ_D²) → 1/τ_D = D.

That is a plateau reaching to arbitrarily high frequency, so the dipoles would absorb visible light of every colour. For the true C, integrate Ĉ by parts in time:

χ/χ(0) = −C′(0)/(iω) − C″(0)/(iω)² − C‴(0)/(iω)³ − …

where the primes on C are time derivatives. From C = 1 − γ(b²t²/2 − b³t³/6) + … we read off C′(0) = 0, C″(0) = −kT/I and C‴(0) = bkT/I. The second derivative gives the real part −kT/(Iω²). For the third, (iω)³ = −iω³, so its term is −iC‴(0)/ω³ and

χ″/χ(0) → b kT/(Iω³),  ωχ″/χ(0) → b kT/(Iω²).

Absorption falls as 1/ω² and the plateau ends. In the example ωχ″ is down to half of Debye's plateau at 57 cm⁻¹, where ω = 1.08 b. For small γ and ω ≫ D, the terms n = 0 and n = 1 of the expansion give ωχ″/χ(0) ≈ D − Dω²/(b² + ω²) = Db²/(b² + ω²), which is half the plateau at ω = b. The friction rate sets the edge.

Q: Your molecule is not confined to a plane.

A: For the relaxation time, that is the largest of the faults I have put a number on. In the Debye regime an orientation diffuses, and the rate follows from the angular Laplacian. In the plane, d²cos φ/dφ² = −cos φ. On the sphere,

(1/sin θ) d/dθ (sin θ d cos θ/dθ) = −(1/sin θ) d(sin²θ)/dθ = −2 cos θ.

For the same I, b and T, the Debye rate in space is twice the planar one, and the Debye time is 0.80 ps instead of 1.60 ps.

Inertia alters this picture somewhat. In space, unlike in the plane, it also changes the slowest rate, which in the example is 2.15 D rather than 2D. I followed 60 000 random trajectories of a linear rotor in the plane and as many in space. At 1.0 ps the planar average was 0.570 ± 0.002, against 0.571 from the formula; in space it was 0.301 ± 0.002. The ± is one standard error. The planar formula should therefore not be fitted to a real liquid and its b read as the friction rate of the molecule: in the Debye regime that b would be wrong by a factor of two, and in this example by 2.15 if read from the late decay, or by about 2.5 from a least-squares fit of the curve over the first 5 ps.

Q: And friction without memory? Collisions take time.

A: In a real liquid the torque has a memory that need not be short compared with 1/b. Replace −bw by −∫₀ᵗ K(t−s)w(s) ds with

K(t) = (b/τ_c) e^(−t/τ_c),

and give the noise the matching correlation. The equation is still linear, so Δφ remains Gaussian, but the velocity correlation no longer starts with slope −b; it starts flat. The rotor runs more freely at first and C drops faster. For an assumed τ_c = 0.05 ps, the largest change in C is −0.025, at 0.40 ps, where C itself is 0.83.

The far wing suffers more. C‴(0) is proportional to the initial slope of the velocity correlation, which is now zero. The 1/ω³ law for χ″ then loses its leading term, and at high enough frequency the absorption falls faster than the memoryless model says. Near the edge of the plateau the effect is the opposite: for the same τ_c the absorption at ω = b rises from 0.54 to 0.83 of Debye's plateau, and the half-plateau point moves from 57 to 79 cm⁻¹. These numbers depend strongly on the assumed τ_c. Without memory the absorption in the example peaks at 0.94 of the plateau; its maximum is about 1.0, 1.3 and 1.9 times the plateau for τ_c = 0.05, 0.1 and 0.2 ps.

A cage that holds the dipole near preferred angles is a different matter. It adds a torque that is not linear in φ, and the Gaussian argument fails. I have not sized that effect.

Q: What about quantum mechanics, neighbours and strong fields?

A: For these numbers they are small. The free quantum rotor has a real part of C that differs from the classical value by −0.05% at the thermal time, 0.40 ps, and an imaginary part, absent classically, that is 3% of the classical value; its revival would come at 40 ps, long after friction has erased the correlation. For the bath, ħb/kT = 0.25, and the quantum thermal noise at frequency b exceeds the classical noise by 0.5%.

At 0.1 molecule per nm³ the dipole coupling μ²n/(4πε₀), with n the number density, is 0.009 kT. It grows in proportion to n, so a pure polar liquid is another problem.

In a field of 1 MV/cm, z = μE/kT = 0.15. Expanding the Boltzmann average,

⟨cos φ⟩ = (z/2 + z³/16 + …)/(1 + z²/4 + …) ≈ (z/2)(1 − z²/8),

so the static response is reduced by 0.3%. Linear response is safe at that field, provided the liquid withstands it.

Q: When may I go on using Debye's exponential?

A: Within this model, when γ is small and you want the value of C, or the loss χ″ at frequencies well below b. The real part χ′ needs more care: it passes through zero near √(kT/I), which is 0.25 b in this example, while Debye's χ′ is still 0.06 χ(0) there. At any time C exceeds Debye's value by at most the fraction e^γ − 1 of that value. The early shape is another matter: at 0.1 ps in this example 1 − C is 0.023, where Debye gives 0.060. For that early loss of correlation, or for the far-infrared absorption, you need the full formula, and for a real liquid also rotation in space, the memory of the friction and the cage of neighbours. Real polar liquids commonly absorb well above Debye's plateau in the far infrared, whereas the memoryless formula stays below the plateau in this example. The numerical output below gives the values in more detail.

Calculated quantities

```
temperature: 300 K
moment of inertia: 40 u A^2 = 6.642e-46 kg m^2
friction rate b: 10.0 1/ps
thermal angular velocity sqrt(kT/I): 2.4972 1/ps
thermal time sqrt(I/kT): 0.4005 ps
velocity memory 1/b: 0.100 ps
gamma = kT/(I b^2): 0.06236
Debye rate D: 0.6236 1/ps
planar Debye time I b/kT: 1.6036 ps
exact correlation time: 1.7007 ps
long-time excess over Debye, exp(gamma)-1: 6.43 %
lowest decay rates: 0.6236, 10.6236, 20.6236, 30.6236 1/ps
largest error of formula against Fokker-Planck matrix: 2.7e-13
t (ps) | C exact | C Debye | C free rotor
0.05 | 0.99338 | 0.96930 | 0.99224
0.10 | 0.97732 | 0.93955 | 0.96930
0.20 | 0.93165 | 0.88275 | 0.88275
0.50 | 0.77891 | 0.73213 | 0.45864
1.00 | 0.57051 | 0.53602 | 0.04425
2.00 | 0.30580 | 0.28732 | 0.00000
5.00 | 0.04710 | 0.04425 | 0.00000
b (1/ps) | gamma | max |C-free| | max |C-Debye|, 0 to 10 ps
0.1 | 623.6 | 0.00774 | 0.97354
10.0 | 0.06236 | 0.52865 | 0.05066
100.0 | 0.0006236 | 0.91793 | 0.00062
loss peak, exact: 98.55 GHz
loss peak, Debye: 99.25 GHz
absorption at half the Debye plateau: 57.4 1/cm
the same angular frequency over b: 1.0813
high-frequency tail over its limit law at 200 b: 0.99999
trajectories at 0.2 ps: plane 0.9316 +- 0.0004, space 0.8658 +- 0.0005
trajectories at 1.0 ps: plane 0.5696 +- 0.0019, space 0.3014 +- 0.0021
trajectories at 2.0 ps: plane 0.3014 +- 0.0026, space 0.0771 +- 0.0023
Debye rate in space over planar rate: 2
friction memory assumed: 0.05 ps
largest change of C by memory: -0.0246 at 0.40 ps
quantum change of free C at thermal time: -0.051 %
quantum revival time of undamped rotor: 39.6 ps
hbar b/kT: 0.255; noise power change at b: +0.54 %
dipole moment: 1.9 D; density: 0.1 1/nm^3
dipole coupling energy over kT: 0.0087
mu E/kT at 1 MV/cm: 0.153
saturation change of static response: -0.29 %
```
